# Ferroelectric 180° Walls and the Kittel Law for Stripe Domains

## 1. What scaling fixes

Take a uniaxial ferroelectric below its transition, with polarization $P$ along the polar axis $z$. The Landau-Ginzburg free-energy density, a mean-field description, is

$$f=\frac a2P^2+\frac b4P^4+\frac g2|\nabla P|^2,\qquad a<0,\quad b,g>0. \tag{1}$$

Measure polarization in units of $\sqrt{|a|/b}$ and length in units of $\sqrt{g/|a|}$, so that $P=\sqrt{|a|/b}\,p$ and $x=\sqrt{g/|a|}\,\xi$. Each term then acquires the same prefactor:

$$f=\frac{a^2}{b}\left[-\frac{p^2}2+\frac{p^4}4+\frac12|\nabla_\xi p|^2\right].$$

No parameter is left in the bracket. A wall between the two polarization directions must therefore have a width of order $\sqrt{g/|a|}$. Its energy per area is an energy density times a length:

$$\sigma=c\,\frac{a^2}{b}\sqrt{\frac g{|a|}}=c\,\frac{\sqrt g\,|a|^{3/2}}{b},$$

where $c$ is a pure number.

Now cut a film of thickness $D$ with its faces normal to $z$, and divide it into stripes of width $w$ with alternating polarization. The faces carry bound charge of alternating sign, whose field reaches a distance of order $w$. If $D\gg w\gg$ wall width, $w$ is the only length in the face problem, so the stray energy per film area is $Kw$, with $K$ an energy density. One wall of height $D$ per width $w$ costs $\sigma D/w$. The sum $\sigma D/w+Kw$ is smallest at $w=\sqrt{\sigma D/K}$, which is the Kittel law. It remains to find the profile, $c$ and $K$, and to see where the argument fails.

SI units are used. $P$ is the whole polarization, and strain is omitted.

## 2. The wall profile

**Bulk states.** Write $f_L=aP^2/2+bP^4/4$. Its nonzero stationary points satisfy $a+bP^2=0$, so

$$P=\pm P_s,\qquad P_s^2=\frac{|a|}b. \tag{2}$$

Substituting $a=-bP_s^2$ gives $f_L(P_s)=-bP_s^4/4$, and the excess over the bulk value is a perfect square:

$$f_L(P)-f_L(P_s)=\frac b4\left(P^4-2P_s^2P^2+P_s^4\right)=\frac b4(P_s^2-P^2)^2. \tag{3}$$

**Equation of the wall.** Let the wall normal be $x$, with $P_z=P(x)$ running from $-P_s$ to $P_s$. The bound charge density is $-\partial_zP_z=0$, so the wall creates no electric field and (1) is the whole energy. Making $\int f\,dx$ stationary gives

$$gP''=aP+bP^3=\frac{df_L}{dP}.$$

Multiply by $P'$. Both sides become total derivatives, $\frac{d}{dx}\left(\frac g2P'^2\right)=\frac{d}{dx}f_L(P)$. Far from the wall $P'\to0$ and $f_L\to f_L(P_s)$, which fixes the integration constant:

$$\frac g2P'^2=\frac b4(P_s^2-P^2)^2. \tag{4}$$

The slope is nonzero while $|P|<P_s$, so it keeps one sign, here positive:

$$P'=\sqrt{\frac b{2g}}\,(P_s^2-P^2).$$

Separating variables and using $\int dP/(P_s^2-P^2)=P_s^{-1}\,\mathrm{artanh}(P/P_s)$,

$$P(x)=P_s\tanh\frac{x-x_0}\delta,\qquad \delta=\frac1{P_s}\sqrt{\frac{2g}b}=\sqrt{\frac{2g}{|a|}}. \tag{5}$$

The position $x_0$ is free because this continuum model is translation invariant.

**Width.** The tangent at the centre, of slope $P_s/\delta$, climbs from $-P_s$ to $P_s$ over a distance $2\delta$. Alternatively, $P'\propto\mathrm{sech}^2(x/\delta)$ falls to half its maximum where $\cosh(x/\delta)=\sqrt2$, so its full width at half maximum is $2\delta\,\mathrm{arcosh}\sqrt2\approx1.76\,\delta$. A quoted wall width needs its definition.

## 3. The wall energy, and why it is a minimum

For any profile $P(x)$ joining $-P_s$ to $P_s$, the excess energy per wall area is

$$\int\left[\frac g2P'^2+\frac b4(P_s^2-P^2)^2\right]dx.$$

Complete the square. The cross term has the coefficient $g\sqrt{b/2g}=\sqrt{gb/2}$, and the energy becomes

$$\int\frac g2\left[P'-\sqrt{\frac b{2g}}(P_s^2-P^2)\right]^2dx+\sqrt{\frac{gb}2}\int_{-P_s}^{P_s}(P_s^2-P^2)\,dP. \tag{6}$$

The last integral depends on the end values alone and equals $4P_s^3/3$. The first is never negative, and it vanishes for the profile (5). Hence (5) minimizes the energy among all such profiles, and

$$\sigma=\frac43\sqrt{\frac{gb}2}\,P_s^3=\frac{4gP_s^2}{3\delta}=\frac{2\sqrt2}3\,\frac{\sqrt g\,|a|^{3/2}}b. \tag{7}$$

The second form uses $\sqrt{gb/2}=g/(\delta P_s)$, which follows from (5). The number left open in Section 1 is $c=2\sqrt2/3$.

The width is a compromise: a broad wall saves gradient energy, but holds more material away from the Landau minima. By (4) the two costs are equal at every point of the optimal wall.

If $a$ vanishes linearly at the transition temperature, (5) and (7) say that in mean field the wall broadens as $|a|^{-1/2}$ and its energy vanishes as $|a|^{3/2}$. The continuum description requires $\delta$ to be large compared with the lattice spacing.

## 4. Electrostatic energy of a striped film

**Assumptions.** The film has no electrodes and no screening charge, and vacuum lies outside. The stripes are straight, equally wide and unbranched, so the period is $2w$. Walls are treated as sharp, $w\gg\delta$. Inside a domain the polarization is $\pm P_s\hat z$ plus a response $\mathbf p$ to the electric field, which is treated as linear. Section 6 examines this approximation.

**Linear response.** At $\pm P_s$ the curvature of $f_L$ is $a+3bP_s^2=2|a|$. The response therefore costs $|a|p_z^2$, which we write as $p_z^2/(2\varepsilon_0\chi_z)$ with

$$\chi_z=\frac1{2\varepsilon_0|a|},\qquad\varepsilon_z=1+\chi_z. \tag{8}$$

For the transverse component we add a term $p_x^2/(2\varepsilon_0\chi_x)$ to the model and set $\varepsilon_x=1+\chi_x$. The gradient energy of $\mathbf p$ is neglected. Away from the ends of the walls, $\mathbf p$ varies over lengths of order $w\gg\delta$. Near those ends it varies faster, but with a cutoff at the distance $\delta$ this adds only an energy of order $gP_s^2\ln(w/\delta)$ per wall end and unit length, which for $w\gg\delta$ is small against the stray energy $Kw^2$ of a stripe.

The field energy is $\int\varepsilon_0E^2/2$ over all space, with $\mathbf E=-\nabla\phi$. The displacement $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$ obeys $\nabla\cdot\mathbf D=0$. Under a change $\delta\mathbf P$,

$$\delta\int\frac{\varepsilon_0E^2}2=\int\mathbf E\cdot(\delta\mathbf D-\delta\mathbf P)=-\int\mathbf E\cdot\delta\mathbf P,$$

because $\int\mathbf E\cdot\delta\mathbf D=\int\phi\,\nabla\cdot\delta\mathbf D=0$ after integration by parts. Minimizing over $\mathbf p$ thus gives $p_i=\varepsilon_0\chi_iE_i$. The response and field energies add up to $\frac12\int\varepsilon_0\sum_i\varepsilon_iE_i^2$, where $\varepsilon_i=1$ outside the film.

Let $\mathbf P_0=\pm P_s\hat z$ be the fixed part. Since $\varepsilon_0\varepsilon_iE_i=D_i-P_{0,i}$ and $\int\mathbf E\cdot\mathbf D=0$, this energy equals $-\frac12\int\mathbf E\cdot\mathbf P_0=\frac12\int\nabla\phi\cdot\mathbf P_0$. There is no charge on the vertical walls, so integrating by parts leaves the faces:

$$U_{\rm total}=\frac12\oint\rho_s\phi\,dS,\qquad\rho_s=\mathbf P_0\cdot\hat n. \tag{9}$$

**Potential.** Put the faces at $z=\pm D/2$. The top face carries $P_s$ times a square wave,

$$\rho_s=P_s\sum_{n\ \rm odd}c_n\sin k_nx,\qquad c_n=\frac4{n\pi},\quad k_n=\frac{n\pi}w,$$

and the bottom face carries the opposite charge, so $\phi$ is odd in $z$. Inside, $\varepsilon_x\partial_x^2\phi+\varepsilon_z\partial_z^2\phi=0$. With $V_n$ the amplitude at the top face, harmonic $n$ is

$$\phi_n=V_n\sin k_nx\times\begin{cases}\sinh\kappa_nz/\sinh(\kappa_nD/2),&|z|<D/2\\ e^{-k_n(z-D/2)},&z>D/2\end{cases}\qquad\kappa_n=k_n\sqrt{\varepsilon_x/\varepsilon_z}.$$

Continuity of $D_z=-\varepsilon_0\varepsilon_z\partial_z\phi+P_{0,z}$ at the top face reads

$$\varepsilon_0k_nV_n=-\varepsilon_0\varepsilon_z\kappa_n\coth\left(\frac{\kappa_nD}2\right)V_n+c_nP_s.$$

Since $\varepsilon_z\kappa_n=k_n\sqrt{\varepsilon_x\varepsilon_z}$,

$$V_n=\frac{c_nP_s}{\varepsilon_0k_n\left[1+\sqrt{\varepsilon_x\varepsilon_z}\coth(\kappa_nD/2)\right]}.$$

**Energy per film area.** The two faces contribute equally, because charge and potential both change sign. The two faces cancel the factor $\frac12$ in (9), and the average of $\sin^2$ supplies another $\frac12$, so $U=\sum_n\frac12c_nP_sV_n$. With $c_n^2/(2k_n)=8w/(n^3\pi^3)$,

$$U=\frac{8P_s^2w}{\pi^3\varepsilon_0}\sum_{n\ \rm odd}\frac1{n^3\left[1+\sqrt{\varepsilon_x\varepsilon_z}\coth(\kappa_nD/2)\right]}. \tag{10}$$

**Limits.** For very wide stripes, $\coth y\to1/y$ and the bracket tends to $2w\varepsilon_z/(n\pi D)$. With $\sum_{\rm odd}n^{-2}=\pi^2/8$, (10) becomes $P_s^2D/(2\varepsilon_0\varepsilon_z)$, the energy of a uniformly charged capacitor. This energy per area is proportional to $D$. A uniform film can lower it by losing its polarization (Section 6), but the cost of that state is also proportional to $D$, whereas the stripes of Section 5 cost an energy proportional to $\sqrt D$. In a sufficiently thick film the stripes are therefore lower than either uniform state.

For a thick film, $\kappa_1D/2\gg1$, every $\coth$ tends to 1. Removing the even terms from $\zeta(3)=\sum n^{-3}$ leaves $\sum_{\rm odd}n^{-3}=(1-\frac18)\zeta(3)=\frac78\zeta(3)$, so

$$U=Kw,\qquad K=\frac{7\zeta(3)P_s^2}{\pi^3\varepsilon_0(1+\sqrt{\varepsilon_x\varepsilon_z})}. \tag{11}$$

## 5. The Kittel law

The energy per film area, relative to uniform bulk domains, is

$$F(w)=\frac{\sigma D}w+Kw. \tag{12}$$

Setting $F'=-\sigma D/w^2+K=0$ gives $w^2=\sigma D/K$. This is a minimum because $F''=2\sigma D/w^3>0$. The two terms are then equal, and $F_{\min}=2\sqrt{\sigma KD}$.

Insert (7) and (11). The factor $P_s^2$ cancels:

$$w^2=\frac{4gP_s^2}{3\delta}\,\frac{\pi^3\varepsilon_0(1+\sqrt{\varepsilon_x\varepsilon_z})}{7\zeta(3)P_s^2}\,D.$$

With $g=|a|\delta^2/2$ from (5),

$$w^2=\frac{2\pi^3}{21\zeta(3)}\,\varepsilon_0|a|\left(1+\sqrt{\varepsilon_x\varepsilon_z}\right)\delta D. \tag{13}$$

Within this linear dielectric model of unbranched stripes, the period $2w$ is proportional to $\sqrt D$.

For $\varepsilon_z\gg1$, (8) gives $\varepsilon_0|a|\approx1/(2\varepsilon_z)$. If also $\sqrt{\varepsilon_x\varepsilon_z}\gg1$,

$$w^2\approx\frac{\pi^3}{21\zeta(3)}\sqrt{\frac{\varepsilon_x}{\varepsilon_z}}\;\delta D. \tag{14}$$

When $\varepsilon_x$ and $\varepsilon_z$ are comparable, the stripe width is, up to a factor of order one, the geometric mean of wall width and film thickness. The conditions $w\gg\delta$ and $D\gg w$ then reduce to the single condition $D\gg\delta$. Linear response and unbranched stripes are separate assumptions, examined in Section 6.

## 6. How far the prefactor can be trusted

**The field under a face.** In a thick film, harmonic $n$ decays with depth $t$ below the top face as $e^{-\kappa_nt}$. Differentiating the potential, with $\kappa_n/k_n=\sqrt{\varepsilon_x\varepsilon_z}/\varepsilon_z$, gives

$$E_z=-\frac{P_s}{\varepsilon_0\varepsilon_z}\frac{\sqrt{\varepsilon_x\varepsilon_z}}{1+\sqrt{\varepsilon_x\varepsilon_z}}\,q,\qquad q=\sum_{n\ \rm odd}\frac4{n\pi}\sin(k_nx)\,e^{-\kappa_nt}.$$

To sum the series, set $\theta=\pi x/w$ and $\tau=\kappa_1t$. Then $\sum_{\rm odd}e^{-n\tau}\sin(n\theta)/n$ is the imaginary part of $\mathrm{artanh}(e^{-\tau+i\theta})$, which is $\frac12\arctan(\sin\theta/\sinh\tau)$. Therefore

$$q=\frac2\pi\arctan\frac{\sin(\pi x/w)}{\sinh(\kappa_1t)}. \tag{15}$$

In an up domain $0\le q\le1$, with $q=1$ at the face. The response $p_z=\varepsilon_0\chi_zE_z$ lowers $P_z$ by

$$u=rP_sq,\qquad r=\frac{\chi_z}{\varepsilon_z}\frac{\sqrt{\varepsilon_x\varepsilon_z}}{1+\sqrt{\varepsilon_x\varepsilon_z}}. \tag{16}$$

For large permittivities $r$ is close to 1: the polarization nearly vanishes at the face. This is not a small response. Nor is the transverse one small everywhere: at the ends of the walls the series for $E_x$, proportional to $\sum_{n\ \rm odd}\cos(k_nx)/n$ at the face, diverges logarithmically. The model keeps the cost of $p_x$ quadratic even there. For both reasons $K$ in (11) is an estimate. Only the treatment of $p_z$ is improved below.

**A better value for the same state.** Keep this polarization, and with it the same field, but charge the full Landau energy. By (3), the cost is

$$f_L(P_s-u)-f_L(P_s)=\frac b4u^2(2P_s-u)^2=|a|u^2\left(1-\frac u{2P_s}\right)^2, \tag{17}$$

which is at most the quadratic cost $|a|u^2$. Down domains give the same by symmetry. The saving, integrated over depth, is again proportional to $w$, because $q$ depends on $x/w$ and $t/w$ alone. With $dt=w\,d\tau/(\pi\sqrt{\varepsilon_x/\varepsilon_z})$ and two faces, $K$ is replaced by

$$K'=K-\frac{2}{\pi\sqrt{\varepsilon_x/\varepsilon_z}}\int_0^\infty\left\langle|a|u^2\left[1-\left(1-\frac u{2P_s}\right)^2\right]\right\rangle d\tau, \tag{18}$$

where the average is over $x$ across one stripe. For this trial state the exponent $\frac12$ survives and the prefactor changes. Further relaxation at fixed $w$ can only lower the energy. If the relaxed face region stays smooth on the scale $w$, then to leading order in $\delta/w$ its energy is again a coefficient times $w$. That coefficient is at most $K'$, and $\sqrt{\sigma D/K'}$ is a lower bound on the stripe width. This premise is not established here. Where $|P_z|<P_s/\sqrt3$ the curvature $a+3bP_z^2$ of $f_L$ is negative, and for $r$ near 1 this happens in a layer under each face whose depth scales with $w$. In that layer a lateral modulation of $P_z$ with wavelength $\lambda$, $\delta\ll\lambda\ll w$, lowers the Landau energy. For comparable $\varepsilon_x$ and $\varepsilon_z$ its gradient and field costs, relative to that gain, scale as $(\delta/\lambda)^2$ and $(\lambda/w)^2$. The numerical factors are not small. The curvature is never below $-|a|$, while the gradient term adds $g(2\pi/\lambda)^2$, so the first ratio is at least $2\pi^2(\delta/\lambda)^2$. For large enough $w/\delta$ both ratios can be made small, and such a state gives way to a modulation on a scale finer than $w$, the start of branching. This is the same limit in which the leading-order argument above is made, so for $r$ near 1 its premise cannot be taken for granted.

**Where the law itself fails.** Three conditions matter.

- If the domains branch into finer ones near the faces, the extra walls add an energy that (12) does not contain. The square root is then no longer guaranteed.
- With ideal short-circuited electrodes on both faces, free charge cancels the bound charge and the field vanishes. In this model $K=0$, and nothing opposes the growth of $w$. Real electrodes screen over a finite length, so a reduced stray energy remains.
- In a thin film the stripes must compete with the unpolarized state. A uniform $P$ in an unscreened film produces $E=-P/\varepsilon_0$ and adds $P^2/(2\varepsilon_0)$ to $f_L$. If $a+1/\varepsilon_0>0$, the best uniform state is $P=0$, which lies $a^2D/(4b)$ above the bulk energy. The stripes of (12) are lower when $2\sqrt{\sigma KD}<a^2D/(4b)$, that is, when

$$D>\frac{4\sigma K}{(a^2/4b)^2}. \tag{19}$$

This compares two particular states. It does not show that a thinner film is unpolarized, since stripes of smaller amplitude have not been considered.

## 7. Worked example

The following are round model parameters, not those of a named material:

$a=-4\times10^8$ J m/C², $b=10^{10}$ J m⁵/C⁴, $g=2\times10^{-10}$ J m³/C², $\varepsilon_x=200$, $D=200$ nm.

**Wall.** From (2), (5) and (7),

$$P_s=\sqrt{\frac{4\times10^8}{10^{10}}}=0.200\ \mathrm{C/m^2},\qquad \delta=\sqrt{\frac{4\times10^{-10}}{4\times10^8}}\ \mathrm m=1.00\ \mathrm{nm},$$

$$\sigma=\frac{4(2\times10^{-10})(0.200)^2}{3\times10^{-9}}\ \mathrm{J/m^2}=10.67\ \mathrm{mJ/m^2}.$$

The tangent width is 2.00 nm, only a few lattice spacings of a typical crystal, so the continuum condition of Section 3 would be marginal. The best wall made of a straight ramp costs 11.68 mJ/m², about 9.5% more than the tanh wall, as (6) requires in sign.

**Stripes.** From (8), $\chi_z=141.2$ and $\varepsilon_z=142.2$, so $\sqrt{\varepsilon_x\varepsilon_z}=168.6$. Equation (11) gives $K=7.23\times10^6$ J/m³, and $\sigma/K=1.476$ nm. Hence

$$w=\sqrt{1.476\times200}\ \mathrm{nm}=17.2\ \mathrm{nm},\qquad 2w=34.4\ \mathrm{nm}.$$

The short formula (14) gives $w=17.1$ nm. Walls and stray field each cost about 124 mJ/m², together 248 mJ/m², against 800 mJ/m² for the unpolarized film. Condition (19) requires $D>19$ nm. This is the crossing for the sharp stripes of (12), not a critical thickness for polarization.

**Scaling.** The numerical check solves the Poisson equation for the film on a grid and minimizes the total energy over $w$, without using (13). For $D=50$, 200 and 800 nm it finds $w=8.59$, 17.19 and 34.37 nm: each fourfold increase in thickness doubles the width. The exponent between the end points is 0.4999. This tests the solution of the linear dielectric model, not the linear approximation itself.

**Prefactor.** Here $r=0.987$, so linear response removes almost all of $P_z$ at the faces. The field there, $|E_z|=2|a|rP_s\approx1.6\times10^8$ V/m, is about five times the largest reverse field $2|a|P_s/(3\sqrt3)\approx3.1\times10^7$ V/m that $f_L$ can sustain, so the linear state is far from equilibrium near the faces. The full Landau energy of that state gives $K'=0.73K$, which multiplies the width by $1/\sqrt{0.73}\approx1.17$ and the period becomes 40 nm. By Section 6 this is a lower bound, to leading order in $\delta/w$, provided the face region stays smooth and unbranched. That premise should not be assumed for these parameters. With $r=0.987$, (15) and (16) give $|P_z|<P_s/\sqrt3$ at mid-stripe down to a depth of $0.28\,w$, about 5 nm, several times $\delta$. There $f_L$ has negative curvature and reversed regions can form under the faces. The proportionality to $\sqrt D$ is established here for the linear dielectric model and for the trial state. It is not established for the fully relaxed film. Once reversed regions form under the faces, the face energy is no longer a fixed coefficient times $w$, so both the period and the exponent should be expected to differ from the values above.

## Table of computed values

```
a = -4.000e+08 J m/C^2
b = 1.000e+10 J m^5/C^4
g = 2.000e-10 J m^3/C^2
spontaneous polarization Ps = 0.2000 C/m^2
depth of Landau well = 4.0000e+06 J/m^3
wall parameter delta = 1.0000 nm
tangent width 2 delta = 2.0000 nm
FWHM of dP/dx, formula = 1.7627 nm
FWHM of dP/dx, grid = 1.7628 nm
largest profile error / Ps = 1.4e-06
wall energy, formula = 10.6667 mJ/m^2
wall energy, grid = 10.6667 mJ/m^2
best linear ramp energy = 11.6795 mJ/m^2
best ramp half-width = 1.372 nm
chi_z, formula = 141.176
chi_z, from P(E) = 141.176
epsilon_z = 142.176
epsilon_x = 200.0
sqrt(epsilon_x epsilon_z) = 168.627
sqrt(epsilon_x/epsilon_z) = 1.1860
stray energy / (Ps^2 w/eps0), D=0.8w, ex=6, ez=3:
  grid 0.04947, series 0.04952
same, D=8w grid and thick-film formula, ex=ez=1:
  grid 0.13553, formula 0.13569
stray coefficient K = 7.2275e+06 J/m^3
length sigma/K = 1.4758 nm
D = 50 nm: w grid 8.594 nm, Kittel 8.590 nm
D = 200 nm: w grid 17.188 nm, Kittel 17.180 nm
D = 800 nm: w grid 34.371 nm, Kittel 34.361 nm
exponent from grid widths = 0.4999
example thickness D = 200 nm
period 2w, Kittel = 34.361 nm
w, large-epsilon_z formula = 17.069 nm
wall energy per film area, grid = 124.12 mJ/m^2
stray energy per film area, grid = 124.07 mJ/m^2
unpolarized film energy = 800.00 mJ/m^2
stripes beat P=0 above D = 19.27 nm
drop of P_z at face / Ps = 0.9871
K with quartic Landau energy = 5.2903e+06 J/m^3
ratio K quartic / K linear = 0.7320
resulting factor on w = 1.1688
corrected period 2w = 40.16 nm
```
